# Why captures by one oxide trap vary less than Poisson: verification in Python

```python
"""Captures by one oxide trap with exponential dwell times.
Result under test: for mean empty time tau_c and mean filled time tau_e,
the long-time variance/mean of the number of captures N is
(tau_c^2 + tau_e^2)/(tau_c + tau_e)^2, equal to 0.625 for 1 and 3 ms.
Times are in ms, rates in 1/ms. State 0 = empty, state 1 = filled.
F denotes variance/mean of N; a Poisson count has F = 1.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import k as k_joule, e as q_e

tau_c, tau_e = 1.0, 3.0
a, b = 1 / tau_c, 1 / tau_e
s = a + b
r = a * b / s
kB = k_joule / q_e                      # eV/K


def limit_ratio(tc, te):
    return (tc**2 + te**2) / (tc + te)**2


def finite_ratio(t):
    return 1 - 2 * r / s * (1 - (1 - np.exp(-s * t)) / (s * t))


def eigen_count(matrix, start, end, h, discrete=False):
    """Long-time mean rate and F from the leading eigenvalue of the matrix
    whose counted transition start->end is weighted by exp(theta)."""
    def growth(theta):
        m = matrix.copy()
        m[start, end] *= np.exp(theta)
        top = np.max(np.linalg.eigvals(m).real)
        return np.log(top) if discrete else top
    up, mid, down = growth(h), growth(0.0), growth(-h)
    mean = (up - down) / (2 * h)
    return mean, (up - 2 * mid + down) / h**2 / mean


F_limit = limit_ratio(tau_c, tau_e)
generator = np.array([[-a, a], [b, -b]])
rate_eig, F_eig = eigen_count(generator, 0, 1, 1e-3)
assert abs(rate_eig - r) < 1e-6
assert abs(F_eig - F_limit) < 1e-5
assert abs(F_limit - 0.625) < 1e-12

# The limit for other dwell times, including the equal-time minimum
for tc, te in [(3.0, 1.0), (2.0, 2.0), (0.5, 4.0)]:
    g = np.array([[-1 / tc, 1 / tc], [1 / te, -1 / te]])
    F_other = eigen_count(g, 0, 1, 1e-3)[1]
    assert abs(F_other - limit_ratio(tc, te)) < 1e-5
    assert F_other > 0.5 - 1e-5

# Master equation for the joint distribution of count and trap state
n_max = 50
size = 2 * (n_max + 1)
Q = np.zeros((size, size))
for n in range(n_max + 1):
    Q[2 * n, 2 * n] = -a
    Q[2 * n + 1, 2 * n + 1] = -b
    Q[2 * n + 1, 2 * n] = b
    if n < n_max:
        Q[2 * n, 2 * n + 3] = a
counts = np.repeat(np.arange(n_max + 1), 2)


def master_moments(t, p_empty):
    p = np.zeros(size)
    p[0], p[1] = p_empty, 1 - p_empty
    p = p @ expm(Q * t)
    assert abs(p.sum() - 1) < 1e-9
    mean = p @ counts
    return mean, p @ counts**2 - mean**2


table = []
for t in (0.3, 2.0, 10.0, 40.0):
    mean, var = master_moments(t, b / s)
    assert abs(mean - r * t) < 1e-7
    assert abs(var / mean - finite_ratio(t)) < 1e-6
    sd_empty = np.sqrt(master_moments(t, 1.0)[1])
    sd_filled = np.sqrt(master_moments(t, 0.0)[1])
    assert abs(sd_empty - sd_filled) <= 0.5
    table.append((t, mean, var / mean))

# Worked example: repeated windows of 1 s at 300 K
window, T0 = 1000.0, 300.0
mean_N = r * window
sd_N = np.sqrt(finite_ratio(window) * mean_N)
E_c, E_e = 0.5, 0.6                     # activation energies, eV
rng = np.random.default_rng(12345)


def simulate(sd_T, blocks=6, per_block=5000, cycles=380):
    """Count captures in windows, each with its own temperature."""
    found = []
    for _ in range(blocks):
        T = T0 + sd_T * rng.standard_normal((per_block, 1))
        x = (1 / T - 1 / T0) / kB
        empty = rng.exponential(tau_c, (per_block, cycles)) * np.exp(E_c * x)
        filled = rng.exponential(tau_e, (per_block, cycles)) * np.exp(E_e * x)
        capture_times = np.cumsum(empty + filled, axis=1) - filled
        assert capture_times[:, -1].min() > window
        found.append((capture_times < window).sum(axis=1))
    found = np.concatenate(found)
    return found.mean(), found.var(ddof=1) / found.mean()


# Statistical error of F is about 0.8 percent for 30000 windows
sim_mean, sim_F = simulate(0.0)
assert abs(sim_mean - mean_N) < 1.0
assert abs(sim_F - F_limit) < 0.03


def wander_extra(sd_T):
    E_cycle = (tau_c * E_c + tau_e * E_e) / (tau_c + tau_e)
    eps = E_cycle * sd_T / (kB * T0**2)
    return eps, mean_N * eps**2


# A larger wander than in the example makes the test sensitive
test_sd_T = 0.3
sim_F_wander = simulate(test_sd_T)[1]
assert abs(sim_F_wander - F_limit - wander_extra(test_sd_T)[1]) < 0.03
sd_T = 0.1
eps_T, extra_T = wander_extra(sd_T)

# Sampling: dwell times become geometric numbers of samples
dt = 0.01
p_cap = a / s * (1 - np.exp(-s * dt))
p_emi = b / s * (1 - np.exp(-s * dt))
cycle_samples = 1 / p_cap + 1 / p_emi
F_sampled = ((1 - p_cap) / p_cap**2
             + (1 - p_emi) / p_emi**2) / cycle_samples**2
missed = 1 - 1 / (cycle_samples * dt * r)
rate_d, F_d = eigen_count(expm(generator * dt), 0, 1, 1e-2, True)
assert abs(F_d - F_sampled) < 1e-4
assert abs(rate_d * cycle_samples - 1) < 1e-4

# Gate-voltage wander, its whole effect placed in the emission time
t_ox, depth, sd_V = 5.0, 1.0, 1e-4      # nm, nm, V
eps_V = sd_V * depth / t_ox / (kB * T0) * tau_e / (tau_c + tau_e)
extra_V = mean_N * eps_V**2

# Use at 85 C
T_hot = 358.15
x_hot = (1 / T_hot - 1 / T0) / kB
hot_c, hot_e = tau_c * np.exp(E_c * x_hot), tau_e * np.exp(E_e * x_hot)
F_hot = limit_ratio(hot_c, hot_e)

# Rare silent state between a filled spell and the next empty spell
p_silent, tau_silent = 0.01, 100.0
mu_silent = tau_c + tau_e + p_silent * tau_silent
var_silent = (tau_c**2 + tau_e**2 + 2 * p_silent * tau_silent**2
              - (p_silent * tau_silent)**2)
F_silent = var_silent / mu_silent**2
g3 = np.array([[-a, a, 0.0],
               [(1 - p_silent) * b, -b, p_silent * b],
               [1 / tau_silent, 0.0, -1 / tau_silent]])
rate3, F3 = eigen_count(g3, 0, 1, 1e-4)
assert abs(rate3 * mu_silent - 1) < 1e-3
assert abs(F3 - F_silent) < 1e-2

print(f"mean empty time (to capture): {tau_c:.1f} ms")
print(f"mean filled time (to emission): {tau_e:.1f} ms")
print(f"relaxation rate s: {s:.4f} 1/ms; 1/s: {1/s:.3f} ms")
print(f"stationary capture rate r: {r:.3f} 1/ms")
print(f"filled fraction: {a/s:.3f}")
print(f"cycle mean: {1/r:.1f} ms; variance: {tau_c**2+tau_e**2:.1f} ms^2")
print(f"long-time variance/mean, formula: {F_limit:.4f}")
print(f"long-time variance/mean, eigenvalue: {F_eig:.4f}")
print(f"variance/mean for equal dwell times: {limit_ratio(1, 1):.3f}")
for t, mean, ratio in table:
    print(f"master equation, window {t:.1f} ms: mean {mean:.3f}, "
          f"variance/mean {ratio:.4f}")
print(f"example window: {window/1000:.1f} s; temperature: {T0:.0f} K")
print(f"mean number of captures: {mean_N:.1f}")
print(f"standard deviation: {sd_N:.2f}; Poisson: {np.sqrt(mean_N):.2f}")
print(f"simulated windows: 30000; mean {sim_mean:.2f}, "
      f"variance/mean {sim_F:.3f}")
print(f"finite-window excess in ratio: {finite_ratio(window)-F_limit:.5f}")
print(f"sampling interval: {dt:.2f} ms; captures missed: {100*missed:.2f} %")
print(f"variance/mean of sampled record: {F_sampled:.4f}")
print(f"activation energies: capture {E_c:.1f} eV, emission {E_e:.1f} eV")
print(f"temperature wander: {sd_T:.1f} K rms; "
      f"relative cycle change: {100*eps_T:.2f} %")
print(f"excess in ratio from temperature wander: {extra_T:.4f}")
print(f"test wander {test_sd_T:.1f} K rms: simulated ratio "
      f"{sim_F_wander:.3f}, predicted "
      f"{F_limit+wander_extra(test_sd_T)[1]:.3f}")
print(f"oxide thickness: {t_ox:.1f} nm; trap depth: {depth:.1f} nm")
print(f"gate wander: {1000*sd_V:.1f} mV rms; "
      f"relative cycle change: {100*eps_V:.3f} %")
print(f"excess in ratio from gate wander: {extra_V:.5f}")
print(f"at {T_hot:.2f} K: empty time {hot_c:.4f} ms, "
      f"filled time {hot_e:.4f} ms")
print(f"variance/mean at {T_hot:.2f} K: {F_hot:.3f}")
print(f"silent state: probability {p_silent:.2f}, "
      f"mean duration {tau_silent:.0f} ms")
print(f"with silent state: cycle mean {mu_silent:.1f} ms, "
      f"variance {var_silent:.1f} ms^2")
print(f"long-time variance/mean with silent state: {F_silent:.2f}")
print("OK")
```

Printed output:

```
mean empty time (to capture): 1.0 ms
mean filled time (to emission): 3.0 ms
relaxation rate s: 1.3333 1/ms; 1/s: 0.750 ms
stationary capture rate r: 0.250 1/ms
filled fraction: 0.750
cycle mean: 4.0 ms; variance: 10.0 ms^2
long-time variance/mean, formula: 0.6250
long-time variance/mean, eigenvalue: 0.6250
variance/mean for equal dwell times: 0.500
master equation, window 0.3 ms: mean 0.075, variance/mean 0.9341
master equation, window 2.0 ms: mean 0.500, variance/mean 0.7559
master equation, window 10.0 ms: mean 2.500, variance/mean 0.6531
master equation, window 40.0 ms: mean 10.000, variance/mean 0.6320
example window: 1.0 s; temperature: 300 K
mean number of captures: 250.0
standard deviation: 12.50; Poisson: 15.81
simulated windows: 30000; mean 250.53, variance/mean 0.622
finite-window excess in ratio: 0.00028
sampling interval: 0.01 ms; captures missed: 0.66 %
variance/mean of sampled record: 0.6225
activation energies: capture 0.5 eV, emission 0.6 eV
temperature wander: 0.1 K rms; relative cycle change: 0.74 %
excess in ratio from temperature wander: 0.0137
test wander 0.3 K rms: simulated ratio 0.748, predicted 0.749
oxide thickness: 5.0 nm; trap depth: 1.0 nm
gate wander: 0.1 mV rms; relative cycle change: 0.058 %
excess in ratio from gate wander: 0.00008
at 358.15 K: empty time 0.0433 ms, filled time 0.0693 ms
variance/mean at 358.15 K: 0.527
silent state: probability 0.01, mean duration 100 ms
with silent state: cycle mean 5.0 ms, variance 209.0 ms^2
long-time variance/mean with silent state: 8.36
OK
```
